\section*{Spin Rotation and Conductance of a Rashba Wire with Magnetic Contacts}

\section*{Problem}

A wire along $x$ occupies $0<x<L$ in a two-dimensional electron gas with parabolic mass $m$ and Rashba term $(\alpha/\hbar)(\sigma_xp_y-\sigma_yp_x)$. One transverse mode is kept. Its wave function is real, so $\langle p_y\rangle=0$, and with $p\equiv p_x=-i\hbar\,\partial_x$
\begin{equation}
H=\frac{p^2}{2m}-\frac{\sigma_y}{2\hbar}\,(\alpha p+p\,\alpha)+V(x).
\label{H}
\end{equation}
The symmetrized product keeps $H$ Hermitian where $\alpha(x)$ varies. $V$ does not act on spin, and $\alpha=0$ outside the wire. Transport is coherent, linear and at zero temperature, with Fermi energy $E$.

(a) Find the rotation of the spin of a transmitted electron and show that it does not depend on $E$.

(b) Take $V=0$ and constant $\alpha$ in the wire, and attach two half-metallic contacts of the same mass, magnetized along unit vectors $\mathbf n_S$ ($x<0$) and $\mathbf n_D$ ($x>L$). The majority band bottom is level with the band bottom of the wire; the minority bottom lies $U$ higher, above $E$. Find the two-terminal conductance.

(c) Find the conductance for contacts of polarization $P_S$, $P_D$ that select spin and return nothing to the wire.

(d) Estimate how the second transverse mode changes the phase $(k_+-k_-)L$ gained inside the wire.

Model parameters: $m=0.05\,m_e$, $\alpha=10$ meV\,nm, $L=150$ nm, $E=5$ meV, $U=50$ meV, both contacts along $+x$, $P_S=P_D=0.4$, subband spacing $\hbar\omega=10$ meV.

\section*{A tempting solution of (a) and (b)}

Let $s=\pm1$ be the eigenvalue of $\sigma_y$, and define $k_{so}=m\alpha/\hbar^2$, $E_{so}=m\alpha^2/2\hbar^2$. A plane wave has
\begin{equation}
E=\frac{\hbar^2k^2}{2m}-s\alpha k=\frac{\hbar^2}{2m}(k-sk_{so})^2-E_{so}.
\label{disp}
\end{equation}
Right-movers have $k>sk_{so}$, so $k_\pm=\kappa\pm k_{so}$ with $\kappa=\sqrt{2m(E+E_{so})}/\hbar$. Over $L$ the two components gain the relative phase $\theta=(k_+-k_-)L=2k_{so}L$, from which $\kappa$ has cancelled. The source emits spin $+x$ and does not reflect it. The spin arrives tilted by $\theta$, and the drain accepts it with probability $\cos^2(\theta/2)$. One spin-resolved channel carries $e^2/h$, so
\begin{equation}
G\overset{?}{=}\frac{e^2}{h}\cos^2\frac\theta2=0.306\,\frac{e^2}{h}=11.87\ \mu\mathrm S
\label{wrong}
\end{equation}
at every energy.

\section*{The fault}

The angle is right for constant $\alpha$ and $V=0$. The fault is the treatment of the remaining probability $\sin^2(\theta/2)$ as lost. The drain has no propagating state of spin $-x$, so this part is totally reflected into the wire. On the way back the precession is undone, but what returns is not the injected state, because the drain has projected it on $-x$. It reaches the source tilted by $\theta$ from $-x$. Its majority part leaves, and its minority part, of weight $\cos^2(\theta/2)$, is totally reflected again and reaches the drain once more. These paths interfere with the direct one through the orbital phase $2\kappa L$, which depends on $E$ even though $\theta$ does not. Equation \eqref{wrong} keeps the direct path only.

\section*{Solution}

\subsection*{(a) The rotation}

Since $\sigma_y^2=1$,
\begin{equation}
\frac{(p-\hbar k_{so}\sigma_y)^2}{2m}=\frac{p^2}{2m}-\frac{\hbar\sigma_y}{2m}(k_{so}p+pk_{so})+\frac{\hbar^2k_{so}^2}{2m},
\end{equation}
and $\hbar k_{so}/m=\alpha/\hbar$, so $H=(p-\hbar k_{so}\sigma_y)^2/2m+V-E_{so}(x)$ for any $\alpha(x)$. Put
\begin{equation}
\psi=W\chi,\qquad W(x)=e^{i\Phi(x)\sigma_y},\qquad \Phi(x)=\int_0^xk_{so}\,dx'.
\end{equation}
Then $pW\chi=\hbar k_{so}\sigma_yW\chi+Wp\chi$, that is $(p-\hbar k_{so}\sigma_y)W\chi=Wp\chi$. Applying this twice gives
\begin{equation}
\Big[\frac{p^2}{2m}+V(x)-E_{so}(x)\Big]\chi=E\chi .
\label{scalar}
\end{equation}
Where $\alpha$ jumps, the potential in \eqref{scalar} stays finite, so $\chi$ and $\chi'$ are continuous; in the original frame these are $\psi$ and $(p-\hbar k_{so}\sigma_y)\psi$, not $\psi'$.

Equation \eqref{scalar} contains no spin matrix, so between nonmagnetic leads both components of $\chi$ scatter with the same amplitudes $t_0(E)$, $r_0(E)$. On the left $W=1$ and on the right $W=W(L)$. For incidence from the left,
\begin{equation}
t=t_0(E)\,e^{i\Phi(L)\sigma_y},\qquad r=r_0(E)\,\mathbb 1 .
\label{tr}
\end{equation}
All energy dependence sits in scalars, whatever $V$ is, tunnelling included. For the direction of rotation use $W^\dagger\sigma_{x,z}=\sigma_{x,z}W$ (these matrices anticommute with $\sigma_y$), $W^2=\cos\theta+i\sigma_y\sin\theta$ with $\theta=2\Phi(L)$, and $\sigma_x\sigma_y=i\sigma_z$, $\sigma_z\sigma_y=-i\sigma_x$:
\begin{align}
W^\dagger\sigma_xW&=\sigma_xW^2=\sigma_x\cos\theta-\sigma_z\sin\theta,\\
W^\dagger\sigma_zW&=\sigma_zW^2=\sigma_z\cos\theta+\sigma_x\sin\theta .
\end{align}
The spin vector $\mathbf s=\langle\boldsymbol\sigma\rangle$ therefore goes to $R\mathbf s=(s_x\cos\theta-s_z\sin\theta,\ s_y,\ s_x\sin\theta+s_z\cos\theta)$. Spin $+x$ tips toward $+z$, which is a rotation about $-y$ by
\begin{equation}
\theta=\frac{2m}{\hbar^2}\int_0^L\alpha\,dx=\frac{2m\alpha L}{\hbar^2}\quad(\alpha\ \text{constant}).
\end{equation}
The phase $\Phi$ accumulates with distance, with the sign of the motion, so any return undoes it exactly. This rests on the band being parabolic and the only spin term being linear in $p$, so that the square can be completed. A Zeeman term is not removed by $W$. Along $y$, a term $\Delta\sigma_y$ commutes with $W$ but survives in \eqref{scalar}; for constant $\alpha$ and $V=0$ it replaces $\kappa$ by $\sqrt{2m(E+E_{so}-s\Delta)}/\hbar$, and the difference of the two values depends on $E$. Off the $y$ axis it also fails to commute with $W$. The outgoing spin again depends on energy, as it would without Rashba coupling, because the Zeeman precession angle depends on the time spent in the wire. Integrating the spinor equation with $0.5\ \mathrm{meV}\,\sigma_x$ added in the wire, $\alpha=20$ meV\,nm (smooth edges) and incoming spin $+z$, the outgoing unit spin vectors at 2 and 8 meV differ by a vector of length 0.38.

Numbers: $\hbar^2/m=1523.99$ meV\,nm$^2$, $k_{so}=10/1523.99=0.006562$ nm$^{-1}$, $E_{so}=10^2/(2\times1523.99)=0.0328$ meV. At 2, 5 and 8 meV, $k_+$ is 0.058212, 0.087831 and 0.109235 nm$^{-1}$, while $k_+-k_-=0.013123$ nm$^{-1}$ each time. Then $\theta=0.013123\times150=1.9685$ rad $=112.8^\circ$, and spin $+x$ leaves as $(s_x,s_z)=(-0.3873,\,0.9220)$. Direct integration gives $(-0.3872,\,0.9220)$; it uses edges 0.01 nm wide, which reduce $\int\alpha\,dx$ by $\alpha\times0.01$ nm and raise $\cos\theta$ by one unit in the fourth digit.

\subsection*{(b) Half-metallic contacts}

In the frame of $\chi$ the wire is a spinless conductor with wave number $\kappa$. The source axis is $\mathbf n_S$ and the drain axis is $R^{-1}\mathbf n_D$. The angle $\gamma$ between them obeys $\cos\gamma=\mathbf n_D\cdot R\,\mathbf n_S$. Choose spin axes with $\mathbf n_S$ as the quantization axis and the drain axis in the first coordinate plane. With $C=\cos(\gamma/2)$ and $S=\sin(\gamma/2)$ the overlaps are then real:
\begin{equation}
|{+D}\rangle=C|{+S}\rangle+S|{-S}\rangle,\qquad |{-D}\rangle=-S|{+S}\rangle+C|{-S}\rangle .
\end{equation}

At an interface, a wave $e^{i\kappa x}+\rho e^{-i\kappa x}$ joins $\tau e^{ik'x}$. Continuity of $\chi$ and $\chi'$ gives $1+\rho=\tau$ and $\kappa(1-\rho)=k'\tau$, so
\begin{equation}
\rho=\frac{\kappa-k'}{\kappa+k'} .
\label{rho}
\end{equation}
Majority electrons have $k'=\kappa$, so $\rho=0$, $\tau=1$. Minority electrons have $k'=iq$ with $q=\sqrt{2m(U-E-E_{so})}/\hbar$, so $\rho=r\equiv(\kappa-iq)/(\kappa+iq)=e^{-2i\arctan(q/\kappa)}$, of modulus one. By mirror symmetry of the scalar problem the source has the same $r$.

The direct path has amplitude $e^{i\kappa L}\langle{+D}|{+S}\rangle=Ce^{i\kappa L}$. The next path crosses three times and reflects twice, with spin factor $\langle{+D}|{-S}\rangle\langle{-S}|{-D}\rangle\langle{-D}|{+S}\rangle=S\cdot C\cdot(-S)$; its amplitude is $-S^2C\,z\,e^{i\kappa L}$ with $z=r^2e^{2i\kappa L}$. Each further round trip multiplies by $\langle{-S}|{-D}\rangle\langle{-D}|{-S}\rangle z=C^2z$. With $c=C^2$, $S^2=1-c$ and $c<1$,
\begin{equation}
t=Ce^{i\kappa L}\Big[1-(1-c)z\sum_{n=0}^\infty(cz)^n\Big]
=Ce^{i\kappa L}\,\frac{1-cz-(1-c)z}{1-cz}=Ce^{i\kappa L}\,\frac{1-z}{1-cz}.
\label{series}
\end{equation}
Both leads carry the velocity $\hbar\kappa/m$, so the transmission is $|t|^2$. With $z=e^{i\varphi}$,
\begin{equation}
G=\frac{e^2}{h}\,\frac{2c\,(1-\cos\varphi)}{1+c^2-2c\cos\varphi},\qquad c=\cos^2\frac\gamma2,\qquad \varphi=2\kappa L-4\arctan\frac q\kappa .
\label{G}
\end{equation}
For both contacts along $x$, $\gamma=\theta$.

At $c=0$ every path carries the factor $C$ and $G=0$ at all energies. This off state survives from \eqref{wrong}; it first occurs at $\theta=\pi$, at $L_\pi=\pi/2k_{so}=239.4$ nm, or at $\alpha=15.96$ meV\,nm for $L=150$ nm. At $c=1$ nothing is reflected, since $S=0$, and $G=e^2/h$; this is the case of both contacts along $y$, for any $\alpha$. In between, the derivative of \eqref{G} with respect to $\cos\varphi$ has numerator $2c\,[-(1+c^2-2c\cos\varphi)+2c(1-\cos\varphi)]=-2c(1-c)^2<0$. Hence $G$ runs from zero at $z=1$, where the reflected paths in \eqref{series} sum to $-(1-c)/(1-c)=-1$ and cancel the direct one, to $4c/(1+c)^2$ in units of $e^2/h$ at $z=-1$. A uniform average over $\varphi$ at fixed $c$ removes the cross terms between different powers of $z$ and adds probabilities:
\begin{equation}
\overline{|t|^2}=c\Big[1+\frac{(1-c)^2}{1-c^2}\Big]=c\Big[1+\frac{1-c}{1+c}\Big]=\frac{2c}{1+c}.
\end{equation}
This exceeds $c$ for $0<c<1$, so \eqref{wrong} is not the average either.

Numbers: $c=(1-0.38731)/2=0.30634$; $\kappa=\sqrt{2(5+0.03281)/1523.99}=0.081270$ nm$^{-1}$, $\kappa L=12.1905$; $q=\sqrt{2(50-5-0.03281)/1523.99}=0.242925$ nm$^{-1}$; $\arg r=-2.4959$ rad. Then $\varphi=2(12.1905)-2(2.4959)-6\pi=0.540$ rad modulo $2\pi$, $\cos\varphi=0.8579$, $|1-z|^2=2-2(0.8579)=0.284$, $|1-cz|^2=1+0.30634^2-2(0.30634)(0.8579)=0.568$, and
\begin{equation}
G=0.30634\times\frac{0.284}{0.568}\,\frac{e^2}{h}=0.153\,\frac{e^2}{h}=5.93\ \mu\mathrm S
\end{equation}
with $e^2/h=38.74\ \mu$S. Direct integration with the exchange-split leads also gives 0.153. This is half the value \eqref{wrong}; the factor $|1-z|^2/|1-cz|^2$ depends on $\varphi$ and happens to be one half at this energy. As $E$ rises by 2.76 meV, $\varphi$ advances by $2\pi$ and $G$ sweeps through zero-to-maximum values with maximum $4(0.30634)/1.30634^2=0.718$ and phase average $2(0.30634)/1.30634=0.469$, in $e^2/h$.

\subsection*{(c) Contacts that return nothing}

Let the Rashba segment lie between nonmagnetic leads with $V=0$. The source fills the states $\pm\mathbf n_S$ with weights $(1\pm P_S)/2$, one channel in total. The drain counts $\pm\mathbf n_D$ with efficiencies scaled as $1\pm P_D$ over 2, and uncounted electrons are carried away, for instance to a further terminal. By \eqref{tr} and the projector $(1+j\,\mathbf n_D\cdot\boldsymbol\sigma)/2$, the probability from state $i=\pm1$ to $j=\pm1$ is $T_0(1+ij\cos\gamma)/2$ with $T_0=|t_0|^2$. The normalization is fixed so that $P_S=P_D=1$ means one open channel at each end:
\begin{equation}
G=\frac{e^2}{h}\sum_{i,j}\frac{1+iP_S}{2}\,\frac{1+jP_D}{2}\,T_0\,\frac{1+ij\cos\gamma}{2}.
\end{equation}
The weights sum to one, and $\sum_i i(1+iP)/2=P$, so the Datta-Das law is
\begin{equation}
G=\frac{e^2}{2h}\,T_0\,(1+P_SP_D\cos\gamma).
\label{DD}
\end{equation}
For $P_S=P_D=1$, $T_0=1$ and both contacts along $x$ this is \eqref{wrong}, which thus answers (c) and not (b). The prefactor depends on the normalization chosen above. At $P_S=P_D=0$ and $T_0=1$ it gives $e^2/2h$, whereas the same wire between ordinary nonmagnetic contacts, which fill and collect both spins fully, has $2e^2/h$. For partly polarized contacts the relative modulation $P_SP_D\cos\gamma$ is therefore the meaningful result, and the absolute value holds only for the stated filling and detection efficiencies.

For the abrupt segment \eqref{scalar} is a well of depth $E_{so}$, with $k=\sqrt{2mE}/\hbar$ outside. From \eqref{rho}, $\rho=(\kappa-k)/(\kappa+k)$, and entry times exit gives $\frac{2k}{k+\kappa}\frac{2\kappa}{k+\kappa}=1-\rho^2$. Summing round trips gives $|t_0|=(1-\rho^2)/|1-\rho^2e^{2i\kappa L}|$. With $|1-\rho^2e^{2i\kappa L}|^2=(1-\rho^2)^2+4\rho^2\sin^2\kappa L$ and $2\rho/(1-\rho^2)=(\kappa^2-k^2)/2k\kappa$,
\begin{equation}
T_0=\Big[1+\Big(\frac{\kappa^2-k^2}{2k\kappa}\Big)^2\sin^2\kappa L\Big]^{-1}.
\end{equation}
Here $k=0.081004$ nm$^{-1}$ and $1-T_0=1.4\times10^{-6}$. Then $G=\tfrac12(1-0.16\times0.38731)=0.469\,e^2/h=18.17\ \mu$S, within the range $(1\mp P^2)/2=0.420$ to $0.580$ swept by $\theta$. The equality with the phase average of (b) to these digits is an accident of the chosen numbers: one expression contains $P$ and the other does not.

\subsection*{(d) The second transverse mode}

Take confinement $m\omega^2y^2/2$, $l=\sqrt{\hbar/m\omega}$, $a=k_{so}l$, and measure $E$ from $\hbar\omega/2$. The omitted term $\alpha\sigma_xp_y/\hbar$ flips $s$ with a matrix element of modulus one, and $|\langle1|p_y|0\rangle|^2=m\hbar\omega/2$. It couples $(0,s)$, shifted by $-s\alpha k$, to $(1,-s)$, shifted by $\hbar\omega+s\alpha k$. Second order gives
\begin{equation}
\delta E_s=-\frac{(\alpha/\hbar)^2m\hbar\omega/2}{\hbar\omega+2s\alpha k}=-\frac{E_{so}}{1+s\eta},\qquad \eta=\frac{2\alpha k}{\hbar\omega}=2a\,kl,
\end{equation}
using $\hbar\omega=\hbar^2/ml^2$, which also gives $E_{so}/\hbar\omega=a^2/2$. Expand $1/(1+s\eta)=1-s\eta+\eta^2-s\eta^3+\dots$ and write $E_s/\hbar\omega=A-sB$, $u=kl$:
\begin{equation}
A=\tfrac12(1-4a^4)u^2-\tfrac12a^2,\qquad B=a(1-a^2)u-4a^5u^3 .
\end{equation}
Odd orders vanish because $s$ must flip back. Fourth order has the form $a^4g(s\eta)$; it adds a term $\propto a^5u$ to $B$, with other terms of higher order in $a$. It adds no constant to $A$: at $k=0$ the square in $p_y$ can be completed, the shift $-E_{so}$ is exact, and $g(0)=0$. Equal energies require $A(u_+)-A(u_-)=B(u_+)+B(u_-)$. Divide by $u_++u_-$, using $u_+^3+u_-^3\approx(u_++u_-)u^2$ and $u^2\approx2E/\hbar\omega$:
\begin{equation}
k_+-k_-=2k_{so}\Big[1-a^2+b\,a^4-8a^4\frac{E}{\hbar\omega}+\dots\Big],
\end{equation}
where $b$ is a pure number not fixed here. The expansion needs $\eta\ll1$. The phase $(k_+-k_-)L$ is reduced at relative order $a^2$ and acquires energy dependence first at relative order $a^4$. This is the part of the rotation gained inside the wire. The ends, where $\alpha$ changes, also mix the modes and add a small angle that depends on energy but does not grow with $L$; the expansion above does not contain it.

Numbers: $l=\sqrt{1523.99/10}=12.345$ nm, $a=0.0810$, $a^2=0.00656$, $\theta(1-a^2)=1.9556$ rad. Diagonalization in an oscillator basis gives $(k_+-k_-)L=1.95583$, 1.95564 and 1.95543 rad at 2, 5 and 8 meV. The change from 2 to 8 meV is $-3.99\times10^{-4}$ rad, against the leading estimate $-3.44\times10^{-4}\times0.6\times1.9685=-4.07\times10^{-4}$ rad. The difference is 2\% of the estimate. Repeating the diagonalization at $a=0.08$, 0.04 and 0.02 over the same range of $E/\hbar\omega$ gives relative differences of 1.9\%, 0.48\% and 0.12\%. They fall as $a^2$, as expected from the neglected terms of the next order. For abrupt ends, matching the transverse modes at $x=0$ and $x=L$ gives the full rotation of a transmitted electron: 1.9576, 1.9567 and 1.9551 rad at the same three energies. Its change from 2 to 8 meV is $-2.5\times10^{-3}$ rad, about six times that of $(k_+-k_-)L$, so in this short wire the ends dominate the energy dependence.

The numerical check tests \eqref{scalar} symbolically, tests \eqref{tr}, \eqref{G} with its zero, maximum and average, \eqref{DD} and $T_0$ against direct integration of \eqref{H}, and tests the coefficients $-1$ and $-8$ of (d) to 2\% at $a=0.02$.

\section*{Calculated quantities}
\begin{verbatim}
m = 0.05 m_e, alpha = 10.0 meV nm, L = 150.0 nm, E = 5.0 meV
P_S = P_D = 0.4 (along x), U = 50.0 meV, hbar omega = 10.0 meV
hbar^2/m = 1523.99 meV nm^2
e^2/h = 38.740 uS
k_so = 0.006562 1/nm, 2 k_so = 0.013123 1/nm
E_so = 0.03281 meV
E = 2.0 meV: k+ = 0.058212, k- = 0.045088, k+ - k- = 0.013123 1/nm
E = 5.0 meV: k+ = 0.087831, k- = 0.074708, k+ - k- = 0.013123 1/nm
E = 8.0 meV: k+ = 0.109235, k- = 0.096112, k+ - k- = 0.013123 1/nm
theta = 1.96851 rad = 112.79 deg
cos theta = -0.38731, sin theta = 0.92195, c = 0.30634
L_pi = 239.4 nm
alpha for theta = pi at this L = 15.959 meV nm
integrated outgoing spin (in +x): sx = -0.3872, sz = 0.9220
k = 0.081004 1/nm, kappa = 0.081270 1/nm, kappa L = 12.1905 rad
1 - T0 = 1.44e-06
single pass P = 1.0: G = 0.3063 e^2/h = 11.87 uS
single pass P = 0.4: G = 0.4690 e^2/h = 18.17 uS
single pass P = 0.4: range 0.420 to 0.580 e^2/h
q = 0.242925 1/nm, arg r = -2.4959 rad
arg z (mod 2 pi) = 0.5395 rad, cos arg z = 0.8579
|1-z|^2 = 0.2841, |1-cz|^2 = 0.5682
half-metal coherent G = 0.1532 e^2/h = 5.93 uS
half-metal coherent G, integrated = 0.1532 e^2/h
half-metal maximum G = 0.7180 e^2/h
half-metal phase average G = 0.4690 e^2/h = 18.17 uS
energy rise that advances arg z by 2 pi = 2.757 meV
l = 12.345 nm, a = k_so l = 0.08100, a^2 = 0.00656, 8 a^4 = 3.44e-04
theta (1 - a^2) = 1.95560 rad
with subband mixing, E = 2.0 meV: theta = 1.95583 rad
with subband mixing, E = 5.0 meV: theta = 1.95564 rad
with subband mixing, E = 8.0 meV: theta = 1.95543 rad
theta(8 meV) - theta(2 meV) = -3.99e-04 rad, estimate -4.07e-04 rad
Zeeman 0.5 meV sigma_x, alpha = 20 meV nm, in +z: |s(2 meV) - s(8 meV)| = 0.381
\end{verbatim}
